# Diradical character from a spin-projected UHF pair, applied to stretched H2

## Problem

Two electrons are described by an unrestricted Hartree-Fock (UHF) determinant with real, normalized orbitals: \(a\) for spin up and \(b\) for spin down. Their phases are chosen so that \(T=\langle a|b\rangle\) lies between 0 and 1. The symbol \(|p\,\bar q|\) denotes the normalized determinant with spin up in \(p\) and spin down in \(q\), the spin-up orbital being written first. The UHF state is therefore \(\Phi=|a\,\bar b|\). Hartree atomic units are used.

(a) Find the natural orbitals \(g\) and \(u\) of the total density and their occupations, and express \(a\) and \(b\) through them.

(b) Expand \(\Phi\) in determinants built from \(g\) and \(u\). Identify the triplet part, its weight and \(\langle S^2\rangle\).

(c) Remove the triplet and normalize what remains. Let \(W\) be the weight of the doubly excited configuration \(|u\,\bar u|\). Yamaguchi's diradical character is \(y=2W\). Express it through \(T\), and explain the factor two.

(d) For H2 in a minimal basis, find the \(T\) that minimizes the UHF energy. Where does \(y\) first differ from zero, and how does it grow there? Evaluate \(T\) and \(y\) at a bond length of 4 bohr.

(e) Follow \(y\) along the stretched bond in a larger basis and compare it with full configuration interaction (full CI).

## Hints

1. For (a), apply the density operator \(|a\rangle\langle a|+|b\rangle\langle b|\) to the sum and the difference of the two orbitals.
2. For (b), a determinant is linear in each of its orbitals. Write the two open-shell determinants out with explicit electron labels and look at the spin factor of their difference.
3. For (c), the surviving configurations are orthogonal, so their squared coefficients add.
4. For (d), opposite spins have no exchange energy, and the repulsion is the Coulomb integral \((aa|bb)\). Split each orbital density into a part common to \(a\) and \(b\) and a part that changes sign between them.
5. For (e), a real two-electron singlet has a symmetric spatial amplitude. Diagonalizing it leaves only doubly occupied configurations.

## Solution

### (a) Natural orbitals

Let \(\rho=|a\rangle\langle a|+|b\rangle\langle b|\). Since \(\langle a|b\rangle=T\),

\[
\rho(a+b)=(1+T)a+(T+1)b=(1+T)(a+b),
\]
\[
\rho(a-b)=(1-T)a+(T-1)b=(1-T)(a-b).
\]

The squared norms of \(a\pm b\) are \(2\pm2T\). For \(T<1\) the normalized natural orbitals are thus

\[
g=\frac{a+b}{\sqrt{2+2T}},\qquad u=\frac{a-b}{\sqrt{2-2T}},
\]

with occupations \(n_g=1+T\) and \(n_u=1-T\). It follows that \(T=(n_g-n_u)/2\), so \(T\) can be read from the UHF occupations.

Adding and subtracting the two definitions gives

\[
a=c\,g+s\,u,\qquad b=c\,g-s\,u,\qquad
c=\sqrt{\tfrac{1+T}{2}},\quad s=\sqrt{\tfrac{1-T}{2}} .
\]

Two limits need a convention. At \(T=1\) the orbitals coincide, \(s=0\), and \(u\) does not enter. At \(T=0\) the occupations are equal, so the density alone does not fix \(g\) and \(u\); the combinations \(a\pm b\) are kept, as the limit of small \(T\).

### (b) The triplet part

Linearity in each orbital gives

\[
\Phi=c^2|g\,\bar g|-cs\,|g\,\bar u|+cs\,|u\,\bar g|-s^2|u\,\bar u|
\]
\[
\phantom{\Phi}=c^2|g\,\bar g|-s^2|u\,\bar u|-cs\left(|g\,\bar u|-|u\,\bar g|\right).
\]

With electron labels, the open-shell determinants are

\[
|g\,\bar u|=\tfrac1{\sqrt2}\left[g(1)u(2)\,\alpha(1)\beta(2)-u(1)g(2)\,\beta(1)\alpha(2)\right],
\]
\[
|u\,\bar g|=\tfrac1{\sqrt2}\left[u(1)g(2)\,\alpha(1)\beta(2)-g(1)u(2)\,\beta(1)\alpha(2)\right].
\]

Their difference factorizes:

\[
|g\,\bar u|-|u\,\bar g|=\tfrac1{\sqrt2}\,[g(1)u(2)-u(1)g(2)]\,[\alpha(1)\beta(2)+\beta(1)\alpha(2)] .
\]

The spin factor is symmetric, so this is the triplet with \(M=0\). The two closed-shell determinants are singlets. The difference of two orthonormal determinants has squared norm 2, and the triplet weight is

\[
2c^2s^2=2\cdot\frac{1+T}{2}\cdot\frac{1-T}{2}=\frac{1-T^2}{2}.
\]

Because \(S(S+1)\) is 2 for a triplet and 0 for a singlet, \(\langle S^2\rangle=1-T^2\). This relation holds for the two-electron determinant. As \(T\to0\) the state becomes a superposition of singlet and triplet with equal weights, and \(\langle S^2\rangle\to1\).

### (c) Projection and the diradical character

Without the triplet, the state is \(c^2|g\,\bar g|-s^2|u\,\bar u|\), whose squared norm is

\[
c^4+s^4=\frac{(1+T)^2+(1-T)^2}{4}=\frac{1+T^2}{2}.
\]

The normalized weight of the doubly excited configuration is therefore

\[
W=\frac{s^4}{c^4+s^4}=\frac{(1-T)^2/4}{(1+T^2)/2}=\frac{(1-T)^2}{2(1+T^2)},
\]

and doubling it gives

\[
y=2W=\frac{1+T^2-2T}{1+T^2}=1-\frac{2T}{1+T^2}.
\]

The derivative \(dy/dT=-2(1-T^2)/(1+T^2)^2\) is negative for \(0\le T<1\), so \(y\) rises steadily from 0 to 1 as the overlap falls from 1 to 0. At \(T=0\) the projected state is \((|g\,\bar g|-|u\,\bar u|)/\sqrt2\), with \(W=1/2\). The factor two thus sets the scale to one for a complete diradical. It also has a direct meaning: \(|u\,\bar u|\) holds two electrons in \(u\) and \(|g\,\bar g|\) holds none, so \(y\) is the occupation of \(u\) after projection.

Before projection that occupation was \(1-T\). The triplet has one electron in each orbital and adds nothing to \(n_g-n_u\). The whole difference \(2T\) comes from the singlet part, which has weight \((1+T^2)/2\). Normalizing the singlet turns half the difference, \(T\), into \(2T/(1+T^2)\), and the occupation of \(u\) becomes one minus this number. This is a second route to the same \(y\).

Writing \(\delta=1-T\), the closed-shell limit is \(y\approx\delta^2/2\), while the unprojected occupation is \(\delta\). In the opposite limit, \(y\approx1-2T\) against \(1-T\). Projection therefore matters at both ends.

### (d) Minimal-basis H2

With one function on each atom, reflection symmetry fixes \(g\) as the bonding and \(u\) as the antibonding orbital. We seek solutions in which reflection exchanges \(a\) and \(b\), which is the form found in (a). Let \(h_g,h_u\) be the one-electron energies, and let

\[
J_{gg}=(gg|gg),\quad J_{uu}=(uu|uu),\quad J_{gu}=(gg|uu),\quad K=(gu|gu).
\]

The one-electron energy is \(2c^2h_g+2s^2h_u=(1+T)h_g+(1-T)h_u\). For the repulsion, write \(a^2=P+Q\) and \(b^2=P-Q\), with \(P=c^2g^2+s^2u^2\) and \(Q=2cs\,gu\). The cross terms cancel:

\[
(aa|bb)=(P|P)-(Q|Q)=c^4J_{gg}+s^4J_{uu}+2c^2s^2J_{gu}-4c^2s^2K .
\]

Using \(c^2s^2=(1-T^2)/4\), the electronic energy is

\[
E(T)=(1+T)h_g+(1-T)h_u+\frac{(1+T)^2}{4}J_{gg}+\frac{(1-T)^2}{4}J_{uu}+\frac{1-T^2}{2}(J_{gu}-2K).
\]

Its derivative is

\[
\frac{dE}{dT}=h_g-h_u+\frac{1+T}{2}J_{gg}-\frac{1-T}{2}J_{uu}-T(J_{gu}-2K)=-\Delta+TD,
\]
\[
\Delta=h_u-h_g+\frac{J_{uu}-J_{gg}}2,\qquad
D=\frac{J_{gg}+J_{uu}}2-J_{gu}+2K .
\]

Here \(D=\tfrac12(gg-uu|gg-uu)+2K\) is a sum of Coulomb self-energies and is positive. The stationary point \(T=\Delta/D\) is hence a minimum. If \(\Delta/D\ge1\), the lowest energy in the allowed range is at \(T=1\), the restricted solution, and \(y=0\).

The two regimes meet at the Coulson-Fischer point, \(\Delta=D\). Cancelling \(J_{uu}/2\) on both sides gives

\[
h_u-h_g-J_{gg}=2K-J_{gu}.
\]

The restricted orbital energies are \(\varepsilon_g=h_g+J_{gg}\) and \(\varepsilon_u=h_u+2J_{gu}-K\). The condition then reads

\[
\varepsilon_u-\varepsilon_g=(2K-J_{gu})+2J_{gu}-K=J_{gu}+K .
\]

Symmetry breaks once the orbital gap falls below the sum of these two integrals. In the STO-3G basis this happens at 2.180 bohr (1.153 Å), where the gap is 0.807 hartree. This distance belongs to the minimal basis; in cc-pVTZ the UHF solution breaks symmetry about 0.1 bohr further out, just below 2.3 bohr.

Just beyond this distance \(R_c\), \(\Delta/D\) falls smoothly through one, so \(1-T\approx\kappa(R-R_c)\) with a positive slope \(\kappa\). Part (c) then gives \(y\approx\kappa^2(R-R_c)^2/2\). Doubling a step of 0.002 bohr past \(R_c\) multiplies \(1-T\) by 1.998 and \(y\) by 4.000, as these powers require.

At 4 bohr the STO-3G integrals, in hartree, are \(h_g=-0.75685\), \(h_u=-0.66744\), \(J_{gg}=0.50262\), \(J_{uu}=0.52586\), \(J_{gu}=0.51209\) and \(K=0.26513\). Hence

\[
\Delta=0.08941+\frac{0.02324}{2}=0.10103,
\]
\[
D=0.51424-0.51209+0.53026=0.53241,
\]
\[
T=\frac{0.10103}{0.53241}=0.1898,\qquad
y=1-\frac{2(0.1898)}{1+0.1898^2}=0.634 .
\]

The doubly excited weight is \(W=0.317\). The unprojected occupation of \(u\) is 0.810, noticeably larger.

### (e) A larger basis

The derivation in (a) to (c) used no property of the basis. In a larger basis the UHF calculation supplies new orbitals, and their overlap still determines \(y\).

For the comparison, write the full-CI singlet in its natural orbitals as \(\sum_i C_i|i\,\bar i|\). Orbital \(i\) then has occupation \(2C_i^2\), twice the weight of its doubly occupied configuration. The second-largest occupation, \(n_2\), is the natural counterpart of \(y\), although the CI and UHF orbitals need not coincide. The cc-pVTZ results are:

| \(R\) (bohr) | \(T\) | \(1-T\) | \(y\) | \(n_2\), full CI |
|---|---|---|---|---|
| 1.4 | 1.000 | 0.000 | 0.000 | 0.020 |
| 2.0 | 1.000 | 0.000 | 0.000 | 0.052 |
| 2.5 | 0.848 | 0.152 | 0.013 | 0.106 |
| 3.0 | 0.571 | 0.429 | 0.139 | 0.199 |
| 4.0 | 0.262 | 0.738 | 0.509 | 0.485 |
| 5.0 | 0.121 | 0.879 | 0.761 | 0.741 |
| 6.0 | 0.056 | 0.944 | 0.889 | 0.881 |
| 8.0 | 0.011 | 0.989 | 0.978 | 0.977 |

At 4 bohr the spin expectation value is \(\langle S^2\rangle=0.931\), in agreement with \(1-T^2\). It is already close to its limit of one while \(y\) is near one half. The reason is that \(\langle S^2\rangle\) approaches its limit quadratically in \(T\), whereas \(y\) does so linearly. An \(\langle S^2\rangle\) within several percent of its limit can therefore go with a \(y\) well below one.

At 1.4 and 2.0 bohr \(y\) vanishes, yet full CI already places electrons in the second natural orbital. A zero means that the UHF solution has not broken symmetry; it does not mean that correlation is absent. The CI occupation has no corresponding threshold between these points and the stretched ones.

At 2.5 bohr \(y\) is far below \(n_2\), and the unprojected \(1-T\) is in fact the closer number. From 3 bohr onward \(y\) is much closer. It passes from below \(n_2\) to slightly above it between 3 and 4 bohr. Projection after the orbitals have been optimized removes the triplet, but it does not reoptimize the orbitals or supply the other CI configurations. These data do not separate the two effects. Full CI is itself exact only within the chosen finite basis, and the third digit of the table is not converged. At 1.4, 2.5, 3, 4, 6 and 8 bohr, going to aug-cc-pVTZ or cc-pVQZ shifts \(T\) by up to about 0.002, \(y\) by up to 0.001 and \(n_2\) by up to 0.007 (at 4 bohr \(n_2\) falls from 0.485 to 0.478 and 0.480). The orderings described above, and the crossing between 3 and 4 bohr, are the same in all three bases.

## Variation 1: two broken pairs

**Question.** Two pairs, built from mutually orthogonal orbitals, each have \(T=1/2\). Is \(y\) still twice the doubly excited weight of one pair when the whole four-electron state is projected onto total spin zero?

**Solution.** Write each pair as \(\sigma+\tau\), its singlet and triplet parts, with squared norms

\[
A=\frac{1+T^2}{2}=\frac58,\qquad B=\frac{1-T^2}{2}=\frac38 .
\]

The product is \(\sigma\sigma+\sigma\tau+\tau\sigma+\tau\tau\). The mixed terms have total spin one and are removed. The term \(\tau\tau\) partly survives, because two triplets can couple to a singlet. In Cartesian spin components that singlet is \((xx+yy+zz)/\sqrt3\), and the \(M=0\) triplet is the \(z\) component. One third of the weight of \(\tau\tau\) therefore remains.

The total squared norm is \(A^2+B^2/3=25/64+3/64=28/64\). Within \(\sigma\), the doubly excited weight is \(W=(1/4)/(5/2)=1/10\), from (c). The surviving \(\tau\tau\) part has one electron in each orbital and contributes none of this weight. Thus

\[
2W_{\rm full}=2\cdot\frac1{10}\cdot\frac{25}{28}=\frac5{28}=0.179,
\qquad y=0.200 .
\]

The answer is no: with several broken pairs, Yamaguchi's formula is a pair-by-pair definition. The occupation of \(u\) also parts company with \(2W_{\rm full}\), since the triplet-coupled part adds \(3/28\) and makes it \(8/28\). If the second pair is closed, its \(\tau\) part vanishes and the one-pair result is recovered.

## Variation 2: full CI at large separation

**Question.** In the minimal basis, compare \(y\) with the full-CI value \(y_{\rm CI}\), again twice the weight of \(|u\,\bar u|\), as the atoms separate.

**Solution.** Reflection symmetry leaves two configurations in the singlet ground state. Half their energy difference is

\[
\tfrac12[(2h_u+J_{uu})-(2h_g+J_{gg})]=\Delta,
\]

and their coupling is \(K\). For the state \(\cos\varphi\,|g\,\bar g|-\sin\varphi\,|u\,\bar u|\), the energy relative to the mean of the two configurations is \(-\Delta\cos2\varphi-K\sin2\varphi\). Its minimum has \(\cos2\varphi=\Delta/\sqrt{\Delta^2+K^2}\), so

\[
y_{\rm CI}=2\sin^2\varphi=1-\frac{\Delta}{\sqrt{\Delta^2+K^2}} .
\]

At 4 bohr this gives 0.644, against \(y=0.634\).

As the atomic functions cease to overlap, \(g^2\) and \(u^2\) approach the same density. The three \(J\) integrals become equal and \(D\to2K\). At the same time \(\Delta\to0\) while \(K\) stays finite. Therefore \(T\to\Delta/(2K)\), and

\[
1-y\approx2T\to\frac{\Delta}{K},\qquad 1-y_{\rm CI}\to\frac{\Delta}{K}.
\]

The unprojected occupation differs from one by \(T\), half the CI value. At 8 bohr the ratio \((1-y)/(1-y_{\rm CI})\) is 1.000, and \(T/(1-y_{\rm CI})\) is 0.500. In this model, projection restores the missing factor of two. The argument relies on the two-configuration space and does not carry over unchanged to cc-pVTZ, where at 8 bohr \(1-y=0.022\) and \(1-n_2=0.023\). The values for all distances in both bases are in the numerical output.

## Computed values

```
Pair test: T = 0.500, y = 0.200000
2W with a closed second pair = 0.200000
2W with two equally broken pairs = 0.178571
STO-3G: R/bohr, T, 1-T, y, y_CI (last four dimensionless)
1.4 1.000000 0.000000 0.000000 0.025410
2.0 1.000000 0.000000 0.000000 0.074073
2.5 0.748450 0.251550 0.040558 0.161901
3.0 0.475142 0.524858 0.224739 0.305759
4.0 0.189758 0.810242 0.633674 0.643921
5.0 0.073550 0.926450 0.853691 0.854346
6.0 0.026510 0.973490 0.947017 0.947047
8.0 0.002586 0.997414 0.994827 0.994827
STO-3G integrals at R = 4.0 bohr, in hartree:
hg = -0.756849
hu = -0.667440
Jgg = 0.502616
Juu = 0.525855
Jgu = 0.512086
K = 0.265128
delta = 0.101028
curvature = 0.532406
STO-3G Coulson-Fischer distance = 2.1797 bohr
The same distance = 1.1534 angstrom
RHF orbital gap there = 0.806787 hartree
Onset step = 0.002 bohr
Doubling the step: (1-T) ratio = 1.9982
Doubling the step: y ratio = 4.0000
STO-3G, 8.0 bohr: (1-y)/(1-y_CI) = 1.00001
STO-3G, 8.0 bohr: T/(1-y_CI) = 0.50001
cc-pVTZ: R/bohr, T, <S^2>, 1-T, y, second full-CI occupation
1.4 1.000000 0.000000 0.000000 0.000000 0.020005
2.0 1.000000 0.000000 0.000000 0.000000 0.051559
2.5 0.848079 0.280763 0.151921 0.013425 0.105697
3.0 0.570573 0.674446 0.429427 0.139117 0.198697
4.0 0.262491 0.931099 0.737509 0.508859 0.485277
5.0 0.121240 0.985301 0.878760 0.761032 0.740890
6.0 0.055552 0.996914 0.944448 0.889239 0.881060
8.0 0.011085 0.999877 0.988915 0.977832 0.976794
```
